# The trap-energy window of the conductance method at 300 K

## Problem

The conductance method probes electron traps at the interface between a semiconductor and an insulator. A steady gate bias sets the Fermi level at the surface, a small alternating voltage is added, and the energy loss per cycle is recorded against frequency. At each bias the loss passes through a maximum. The bias counts as accessible if this maximum lies inside the frequency range of the instrument.

An instrument covers 1 kHz to 1 MHz and the sample is at 300 K.

(a) How wide is the range of surface Fermi energies that is accessible if the capture cross section is the same for all traps?

(b) Where does this range lie in an n-type silicon/silicon-dioxide capacitor with a cross section of $10^{-16}$ cm² and $10^{17}$ donors per cm³?

(c) What becomes of the width if the cross section changes by a factor of ten over 0.3 eV?

## Model and conventions

The algebra is in atomic units: $\hbar$, the electron mass and the elementary charge are 1. Temperature enters through the energy $kT$, which is 0.02585 eV here. Depth $x$ is measured downward from the conduction-band edge at the surface, and $x_F$ is the depth of the Fermi level there.

The surface is in depletion, and the traps exchange electrons with the conduction band alone. The electron gas is dilute enough for Boltzmann statistics. The trap density $D$, per unit energy and area, is flat over the several $kT$ that matter at one bias. The surface potential is uniform, the signal is small, and the oxide capacitance and the series resistance have been removed from the data. The degeneracy factor of a trap is absorbed in its energy.

## Solution

### How fast a trap captures

An empty trap of cross section $\sigma$ captures at a rate equal to $\sigma$ times the speed, summed over the occupied band states. For an isotropic band of mass $m$, a state of momentum $p$ has speed $p/m$ and occupation $e^{-x_F/kT}e^{-p^2/2mkT}$. With two spin states,

$$
\frac1\tau=\sigma e^{-x_F/kT}\int\frac{2\,d^3p}{(2\pi)^3}\,\frac pm\,e^{-p^2/2mkT}
=\frac{\sigma e^{-x_F/kT}}{\pi^2 m}\int_0^\infty p^3e^{-p^2/2mkT}dp .
$$

The last integral equals $2(mkT)^2$, so

$$
\frac1\tau=\nu_0e^{-x_F/kT},\qquad \nu_0=\frac{2\sigma m(kT)^2}{\pi^2}. \tag{1}
$$

The same prefactor is often written $\nu_0=\sigma vN_c$, with $v$ the mean thermal speed and $N_c$ the effective density of band states. A deeper Fermi level leaves fewer electrons at the surface, and the capture time grows exponentially.

### Response of one trap level

Let $f$ be the probability that a trap is filled, $n$ the surface electron density, $c=\sigma v$ the capture coefficient and $e$ the emission rate:

$$
\frac{df}{dt}=cn(1-f)-ef .
$$

In equilibrium, marked by 0, the two terms cancel, which fixes $e=cn_0(1-f_0)/f_0$.

A rise $\delta\psi$ of the surface potential lowers the band edge and the trap together. Their separation stays fixed, and so does $e$. The electron density changes to $n_0e^{\delta\psi/kT}\approx n_0(1+\delta\psi/kT)$. To first order in the signal,

$$
\frac{d\,\delta f}{dt}=cn_0(1-f_0)\frac{\delta\psi}{kT}-(cn_0+e)\,\delta f .
$$

Here $cn_0=1/\tau$, and the equilibrium condition gives $cn_0+e=cn_0/f_0=1/(\tau f_0)$. For a signal proportional to $e^{i\omega t}$ the derivative becomes $i\omega\,\delta f$. Multiplying by $\tau f_0$ and collecting terms,

$$
\delta f=\frac{\delta\psi}{kT}\,\frac{f_0(1-f_0)}{1+i\omega\tau f_0}. \tag{2}
$$

The numerator vanishes for traps that are full or empty, so the response comes from traps near the Fermi level. The denominator describes their delay, and this delay causes the loss.

### Sum over the traps

Let $\delta N$ be the change in the number of trapped electrons per area. The admittance per area is $Y=i\omega\,\delta N/\delta\psi$. Writing it as a conductance $G_p$ in parallel with a capacitance $C_p$, $Y=G_p+i\omega C_p$, and dividing by $i\omega$ gives

$$
C_p-\frac{iG_p}{\omega}=\frac{\delta N}{\delta\psi}
=D\int dE\,\frac{f_0(1-f_0)}{kT}\,\frac1{1+i\Omega f_0},\qquad \Omega=\omega\tau .
$$

Since $f_0=1/(1+e^{(E-E_F)/kT})$, we have $df_0=-f_0(1-f_0)\,dE/kT$. A constant $\sigma$ makes $\tau$ the same for every trap. If both band edges are many $kT$ from the Fermi level, $f_0$ runs from 1 to 0 as $E$ rises. The minus sign reverses the limits:

$$
C_p-\frac{iG_p}{\omega}=D\int_0^1\frac{df_0}{1+i\Omega f_0}=D\,\frac{\ln(1+i\Omega)}{i\Omega}.
$$

With $\ln(1+i\Omega)=\tfrac12\ln(1+\Omega^2)+i\arctan\Omega$, the imaginary part gives

$$
\frac{G_p}{\omega}=D\,\frac{\ln(1+\Omega^2)}{2\Omega}. \tag{3}
$$

The depletion capacitance adds to $C_p$ and leaves $G_p$ unchanged.

### The maximum

At fixed bias $\tau$ is fixed, and a frequency sweep is a sweep of $\Omega$. The derivative of (3), divided by $D$, is

$$
\frac1{1+\Omega^2}-\frac{\ln(1+\Omega^2)}{2\Omega^2}=\frac{h}{2\Omega^2},
\qquad h=\frac{2s}{1+s}-\ln(1+s),\quad s=\Omega^2 .
$$

The function $h$ starts from zero, and its slope is $(1-s)/(1+s)^2$. It therefore rises until $s=1$ and then falls without limit, crossing zero once. The derivative of the loss changes there from positive to negative, so the crossing is the single maximum. Its position is the pure number $\Omega_*=1.980$, where $G_p/\omega=0.402\,D$. Stepping the nonlinear rate equation through a full period of a small signal, for many trap levels together, also places the maximum at 1.980.

### (a) The width

Inserting $\tau=\Omega_*/\omega$ in (1) and taking the logarithm,

$$
x_F=kT\ln\frac{\nu_0\Omega_*}{\omega}. \tag{4}
$$

Low frequency corresponds to a deep Fermi level. For limits $f_1<f_2$, the depth at $f_1$ minus the depth at $f_2$ is

$$
\Delta E=kT\ln\frac{f_2}{f_1}=0.02585\ \text{eV}\times6.908=0.179\ \text{eV}. \tag{5}
$$

The window is about 0.18 eV wide. Both $\nu_0$ and $\Omega_*$ have cancelled, so neither the size of the cross section nor the band mass affects the width. The same holds for the peak criterion: using $\omega\tau=1$ at both ends would move both edges by $-0.018$ eV and leave their distance as it was.

Formula (5) was also compared with a calculation that does not use (3) or (4). The losses (2) of traps spread over a 1.12 eV gap were summed, the peak frequency was located, and the Fermi depth was adjusted until the peak fell at each frequency limit. The two depths differ by 0.1786 eV, in agreement with (5).

Each decade of frequency is worth 0.0595 eV at this temperature. The width tends to zero as the two limits approach each other, and it is proportional to $T$.

### (b) The position

For a rough electron mass of 1.08, $v=1.035\times10^7$ cm/s and $N_c=2.816\times10^{19}$ cm⁻³. Then $\nu_0=\sigma vN_c=2.92\times10^{10}$ s⁻¹. At 1 MHz, $\omega=6.283\times10^6$ s⁻¹, and (4) gives

$$
x_F=0.02585\ \text{eV}\times\ln\frac{2.916\times10^{10}\times1.980}{6.283\times10^6}
=0.02585\ \text{eV}\times9.126=0.236\ \text{eV}.
$$

At 1 kHz the depth is larger by $\Delta E$, which makes it 0.415 eV. The window lies in the upper half of the gap and stops 0.15 eV short of midgap, which is at 0.56 eV.

The surface must be in depletion over this whole range. In the bulk the Fermi level lies at $kT\ln(N_c/N_d)=0.146$ eV for the given donor density $N_d$, taken as fully ionized. The bands at the surface are therefore bent upward by 0.090 eV at the 1 MHz edge and by 0.269 eV at the 1 kHz edge, as required.

With lighter doping, part of the window can fall outside depletion. Each factor of ten less in $N_d$ puts the bulk level 0.0595 eV deeper. At $10^{15}$ cm⁻³ it would lie at 0.265 eV, below the 1 MHz edge. Reaching that edge would then require accumulation, which lies outside the depletion range assumed here.

### (c) A cross section that depends on energy

Let $\sigma(x)=\sigma_re^{a(x-x_r)/kT}$, with $\sigma_r$ the value at a reference depth $x_r$. Positive $a$ means that deeper traps capture more readily. For a trap at energy $y\,kT$ above the Fermi level, $x=x_F-y\,kT$, and its capture time is $\tau_Fe^{ay}$, where $\tau_F$ belongs to a trap at the Fermi level. The summed loss becomes

$$
\frac{G_p}{\omega}=D\int dy\,f_0(1-f_0)\,\frac{\omega\tau_Fe^{ay}f_0}{1+(\omega\tau_Fe^{ay}f_0)^2},
\qquad f_0=\frac1{1+e^y}.
$$

For given $a$ this depends on frequency and bias through $\omega\tau_F$ alone. The maximum is therefore at the same number $\omega\tau_F=\Omega_a$ for every bias, as long as the band edges are remote. The capture prefactor now belongs to the depth $x_F$, and (4) becomes

$$
x_F=kT\ln\frac{\nu_r\Omega_a}{\omega}+a(x_F-x_r),
$$

with $\nu_r$ the prefactor for $\sigma_r$. Moving $ax_F$ to the left and subtracting the two edges,

$$
(1-a)\,\Delta E=kT\ln\frac{f_2}{f_1},\qquad
\Delta E=\frac{kT}{1-a}\ln\frac{f_2}{f_1}\qquad(|a|<1). \tag{6}
$$

One decade per 0.3 eV means $a=\pm0.02585\times\ln10/0.3=\pm0.198$. The width is $0.1786/0.802=0.223$ eV if $\sigma$ rises with depth and $0.1786/1.198=0.149$ eV if it falls. The sum over traps, repeated for both slopes, gives the same two values.

A rising cross section partly makes up for the loss of surface electrons, so the Fermi level must move further to slow the traps by a given factor. As $a$ approaches 1 the compensation becomes complete, the peak frequency no longer depends on bias, and frequency ceases to measure energy.

## A few cases

Each row changes one thing and holds the rest as in the first row. A positive shift is toward greater depth.

| Case | Width (eV) | Position |
|---|---:|---|
| Constant $\sigma=10^{-16}$ cm² | 0.179 | 0.236 to 0.415 eV deep |
| $\sigma$ ten times larger | 0.179 | both edges +0.060 eV |
| $\sigma$ rises a decade per 0.3 eV of depth | 0.223 | depends on $\sigma_r$, $x_r$ |
| $\sigma$ falls a decade per 0.3 eV of depth | 0.149 | depends on $\sigma_r$, $x_r$ |
| Sample 10 K warmer | 0.185 | 1 kHz edge +0.016 eV |

## What the window means

The window is a range of Fermi-level positions, and each position samples a band of traps. By (2), the share of a trap in the loss at the maximum is proportional to $w=f_0^2(1-f_0)/(1+\Omega_*^2f_0^2)$. This curve has a full width at half maximum of 0.074 eV, about 41% of the window. Traps that contribute at least half as much as the most lossy one, at some accessible bias, therefore cover $0.179+0.074=0.253$ eV. The edges of the window are not sharp limits in trap energy.

The most lossy trap lies within 0.001 eV of the Fermi level. Setting the derivative of $\ln w$ to zero, with $df_0/dy=-f_0(1-f_0)$, gives $f_0(1+\Omega_*^2f_0^2)=2(1-f_0)$. A half-filled trap satisfies this if $\Omega_*=2$, and the actual value, 1.980, is close to that. The Fermi depth is thus a fair label for the traps being measured.

Lower frequencies reach deeper. For constant $\sigma$, midgap would need another $(0.56-0.415)/0.0595\approx2.4$ decades below 1 kHz, a few hertz. Near midgap, however, the surface holds comparable numbers of holes and electrons, and exchange with the valence band can no longer be dropped. At the 1 kHz edge the ratio of holes to electrons is $8\times10^{-6}$, for a rough hole mass of 0.8, so with similar cross sections the omission is harmless there.

## Comparison with real capacitors

The parameters are rough values for silicon with a thermally grown oxide. The trap density used below, $10^{11}$ cm⁻² eV⁻¹, is high for a well-annealed interface, where values near $10^{10}$ are typical as a rough figure. The doping was chosen to keep the whole window in depletion. Of the effects estimated here, an energy-dependent cross section matters most for the width: the slopes in (c), which are assumed and not measured values, change the result by +25% and −17%. Real surfaces also lack a uniform potential, because charges are scattered at random. A Gaussian spread of 52 meV moves the peak to $\Omega=2.43$ and both edges by +0.005 eV. At the 1 MHz edge about 4% of the surface would then be in accumulation, outside the model, so the shift there is approximate. The width is unchanged if the spread is the same at both edges, and changes by 0.005 eV if it is present at one edge alone.

At this trap density, the other omissions are smaller or shift the window as a whole. Replacing the single mass by six anisotropic valleys, with masses 0.92 and 0.19, raises the mean speed and moves both edges by +0.017 eV. A signal of 20 mV amplitude at the surface moves them by +0.002 eV. An uncorrected series resistance of 5 Ω, for an area of $10^{-4}$ cm² and the trap density above, moves the 1 MHz edge by +0.003 eV and so narrows the window slightly. The resistive loss hardly depends on $D$, because the depletion capacitance dominates, while the trap loss is proportional to it, so the correction matters more at a cleaner interface. At $10^{10}$ cm⁻² eV⁻¹ the same uncorrected resistance leaves no maximum above about 0.63 MHz, with the depletion capacitance taken at each bias. The window then loses about 0.028 eV at its shallow end, 15% of its width, nearly as much as with the falling cross section in (c). Degeneracy changes the surface electron density by a fraction of $4\times10^{-5}$ at the 1 MHz edge.

The depletion charge at the 1 kHz edge produces an oxide field of 0.26 MV/cm, whatever the oxide thickness, far below the breakdown field of roughly 10 MV/cm. For a 10 nm oxide, the tunnelling factor for a rectangular barrier of 3.1 eV and a mass of 0.4 is about $10^{-50}$, so leakage by direct tunnelling is negligible at this thickness. The numerical output lists the values behind most of these estimates.

## Numbers as computed

```
temperature: 300 K; kT: 0.02585 eV
frequency limits: 1000 Hz and 1000000 Hz
ln(f2/f1): 6.9078
window width, formula: 0.1786 eV
window width, trap sum: 0.1786 eV
width per frequency decade: 0.0595 eV
peak Omega: 1.9803; peak G_p/(omega D): 0.4024
peak Omega from rate equation: 1.980
cross section: 1.0e-16 cm2; mass: 1.08 m_e
mean speed: 1.035e+07 cm/s; Nc: 2.816e+19 cm^-3
capture prefactor nu0: 2.916e+10 1/s
capture time at 1 MHz peak: 3.152e-07 s
capture time at 1 kHz peak: 3.152e-04 s
depth at 1 MHz: 0.2359 eV below conduction band
depth at 1 kHz: 0.4145 eV below conduction band
shift of both edges if Omega=1 is used: -0.0177 eV
shift of both edges for sigma x10: 0.0595 eV
gap: 1.12 eV; midgap depth: 0.56 eV
donors: 1.0e+17 cm^-3; bulk Fermi depth: 0.1458 eV
band bending at 1 MHz edge: 0.0901 eV
band bending at 1 kHz edge: 0.2687 eV
NEGLECTED EFFECTS (positive shift = deeper)
sigma slope: one decade per 0.3 eV; a = 0.1984
width, sigma rising with depth: 0.2228 eV
width, sigma falling with depth: 0.1490 eV
trap-energy spread at one bias (FWHM): 0.0739 eV
most lossy trap relative to E_F: -0.0002 eV
fluctuation std: 51.7 meV; peak Omega: 2.425
edge shift from fluctuations: +0.0052 eV
D: 1.0e+11 cm^-2 eV^-1; depletion C: 0.346 uF/cm2
series resistance: 5 ohm; area: 1.0e-04 cm2
apparent peak Omega with resistance: 2.224
1 MHz edge shift from resistance: +0.0030 eV
edge shift, 20 mV surface amplitude: +0.0019 eV
valley masses: 0.92, 0.19 m_e; valleys: 6
edge shift from anisotropic mass: +0.0174 eV
width change for +10 K: +0.0060 eV
1 kHz edge shift for +10 K: +0.0156 eV
hole mass: 0.8 m_e; p/n at 1 kHz edge: 8.2e-06
relative degeneracy error at 1 MHz edge: 3.8e-05
relative permittivities Si, oxide: 11.7, 3.9
oxide field at 1 kHz edge: 0.260 MV/cm
oxide: 10 nm, 3.1 eV, 0.4 m_e
log10 of tunnelling factor: -49.6
```
